\section*{Long-range dipole–dipole force constants in anisotropic insulators, part 2}

The problem is the large-distance form of the interatomic force constants of an insulator with cell volume $\Omega$, in Hartree atomic units and Gaussian electrostatics. Atom $\kappa$ of cell $b$ sits at $\mathbf R_b+\boldsymbol\tau_\kappa$ and is displaced by $\mathbf u_{\kappa b}$; repeated Cartesian indices are summed. With $E$ the Born--Oppenheimer energy,
\begin{equation}
C_{\kappa\alpha,\kappa'\beta}(\mathbf d)=\frac{\partial^2E}{\partial u_{\kappa0\alpha}\,\partial u_{\kappa'b\beta}},\qquad
\tilde C(\mathbf q)=\sum_b C(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},\qquad
\mathbf d=\mathbf R_b+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa .
\label{def}
\end{equation}
Here $\epsilon$ is the clamped-nuclei dielectric tensor and $Z_{\kappa,\alpha\beta}=\Omega\,\partial P_\alpha/\partial u_{\kappa\beta}$ the Born effective charge, with $\mathbf P$ the polarization at zero macroscopic field $\mathbf E$. The locality assumption is that at fixed $\mathbf E$ the response is short-ranged, its coefficients analytic in $\mathbf q$. The field-mediated part is
\begin{equation}
\tilde C^{\rm NA}_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\frac{4\pi}{\Omega}\,
\frac{(q_\gamma Z_{\kappa,\gamma\alpha})(q_{\gamma'}Z_{\kappa',\gamma'\beta})}{\mathbf q\cdot\epsilon\mathbf q}.
\label{NA}
\end{equation}
Its inverse transform gives the leading tail. With $\boldsymbol\Delta=\epsilon^{-1}\mathbf r$, $D(\mathbf r)=(\mathbf r\cdot\epsilon^{-1}\mathbf r)^{1/2}$ and $\mathbf r=\mathbf d$,
\begin{equation}
C^{\rm DD}_{\kappa\alpha,\kappa'\beta}(\mathbf d)=
\frac{Z_{\kappa,\alpha'\alpha}\,Z_{\kappa',\beta'\beta}}{\sqrt{\det\epsilon}}
\left[\frac{\epsilon^{-1}_{\alpha'\beta'}}{D^3}-\frac{3\Delta_{\alpha'}\Delta_{\beta'}}{D^5}\right],\qquad \mathbf d\ne0 .
\label{result}
\end{equation}
This is $Z_\kappa^TTZ_{\kappa'}$ with $T_{\alpha\beta}=-\partial_\alpha\partial_\beta G$, where $G$ is the potential of a unit charge in the dielectric:
\begin{equation}
G(\mathbf r)=\frac{1}{\sqrt{\det\epsilon}\;D(\mathbf r)} .
\label{G}
\end{equation}
Equivalently, with $\mathbf n$ a unit vector,
\begin{equation}
G(\mathbf r)=\frac{4\pi\cdot\pi}{(2\pi)^3}\int d\omega\,\frac{\delta(\mathbf n\cdot\mathbf r)}{\mathbf n\cdot\epsilon\mathbf n}
=\frac{1}{2\pi r}\oint_{\mathbf n\perp\mathbf r}\frac{d\varphi}{\mathbf n\cdot\epsilon\mathbf n}.
\label{circle}
\end{equation}
With the unit vector $\hat{\mathbf s}=\epsilon^{-1/2}\mathbf d/D$,
\begin{equation}
\epsilon^{1/2}T\epsilon^{1/2}=\frac{1-3\,\hat{\mathbf s}\hat{\mathbf s}^T}{\sqrt{\det\epsilon}\,D^3},
\label{eig}
\end{equation}
and for $\mathbf d$ along principal axis $i$ of $\epsilon$ (no sums),
\begin{equation}
T_{ii}=-\frac{2\,\epsilon_i^{1/2}}{\sqrt{\det\epsilon}\,d^3},\qquad
T_{jj}=\frac{\epsilon_i^{3/2}}{\epsilon_j\sqrt{\det\epsilon}\,d^3}\quad(j\neq i),
\label{axis}
\end{equation}
At the origin $-\partial_\alpha\partial_\beta G$ also has the contact term $\frac{4\pi}{3}\epsilon^{-1}_{\alpha\beta}\delta(\mathbf r)$, so that
\begin{equation}
-\int d\omega\;T_{\alpha\beta}(\hat{\mathbf r})\,\ln\frac{|\hat{\mathbf q}\cdot\hat{\mathbf r}|}{D(\hat{\mathbf r})}
=\frac{4\pi q_\alpha q_\beta}{\mathbf q\cdot\epsilon\mathbf q}-\frac{4\pi}{3}\epsilon^{-1}_{\alpha\beta}.
\label{FT}
\end{equation}

The corrections to (\ref{result}) follow from power counting. Keeping the analytic $\mathbf q$ dependence of the coefficients in the numerator and denominator of (\ref{NA}) and expanding yields terms $h_n$ with $h_n(\lambda\mathbf q)=\lambda^nh_n(\mathbf q)$, $n\ge0$. Substituting $\mathbf q=\mathbf k/\lambda$ in the transform evaluated at $\lambda\mathbf d$ shows that it scales as $\lambda^{-3-n}$; if $h_n$ is a polynomial, the transform vanishes for $\mathbf d\neq0$. The term $n=1$ arises from the dynamical quadrupole induced by a displacement and decays as $d^{-4}$. The simplest instance is an induced dipole centred a vector $\boldsymbol\delta$ away from its atom, for which $T(\mathbf d+\boldsymbol\delta)=T(\mathbf d)+\boldsymbol\delta\cdot\nabla T+\dots$, a relative correction of order $\delta/d$. The terms $n=2$, which include the spatial dispersion of $\epsilon$, decay as $d^{-5}$, a relative correction of order $d^{-2}$. The result fails at distances beyond the screening length when free carriers are present, since these make the screened interaction regular at $\mathbf q=0$, and in slabs or monolayers at distances comparable to the thickness or larger, where the medium is no longer a three-dimensional dielectric. If all $Z_\kappa$ vanish the tail starts at a higher multipole.

Fourier interpolation computes $\tilde C$ on an $N\times N\times N$ grid of $\mathbf q$, whose inverse transform is $C$ summed over the periodic images of an $N^3$ supercell, and then assigns that sum to the nearest image. With a $d^{-3}$ tail the truncated series is a trigonometric polynomial, continuous at $\mathbf q=0$, and cannot reproduce (\ref{NA}). One therefore subtracts a function that has the singular term (\ref{NA}) and that, like $\tilde C$ in the convention (\ref{def}), is multiplied by $e^{i\mathbf G\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$ when $\mathbf q$ is shifted by a reciprocal lattice vector $\mathbf G$, interpolates the remainder, which decays as $d^{-4}$ or faster, and adds the function back at the desired $\mathbf q$. A sum of (\ref{NA}) over $\mathbf K=\mathbf q+\mathbf G$, with the phases implied by (\ref{def}) and a factor $e^{-\mathbf K\cdot\epsilon\mathbf K/4\Lambda^2}$, serves: $(1-e^{-x})/x$ is an entire function, so the factor alters only the analytic part.

As a first example take round model parameters, $\epsilon={\rm diag}(4,4,9)$ with $\sqrt{\det\epsilon}=12$, and $Z_1=-Z_2={\rm diag}(2.5,2.5,1.5)$. For $\mathbf d=(12,0,9)$ bohr, of length 15 bohr, $\boldsymbol\Delta=(12/4,0,9/9)=(3,0,1)$ bohr, $D^2=12\cdot3+9\cdot1=45$ bohr$^2$, $D=6.708$ bohr, and $1/(12D^3)=2.7606\times10^{-4}$ bohr$^{-3}$. Multiplying this prefactor by $\epsilon^{-1}_{\alpha\beta}-3\Delta_\alpha\Delta_\beta/D^2$ gives, in bohr$^{-3}$,
\begin{align*}
T_{xx}&=2.7606\times10^{-4}\,(1/4-27/45)=-9.662\times10^{-5},\\
T_{yy}&=2.7606\times10^{-4}\,(1/4)=6.901\times10^{-5},\\
T_{zz}&=2.7606\times10^{-4}\,(1/9-3/45)=1.227\times10^{-5},\\
T_{xz}&=2.7606\times10^{-4}\,(-9/45)=-5.521\times10^{-5}.
\end{align*}
The brackets satisfy $4(-0.35)+4(0.25)+9(2/45)=0$. The charge factors are $-2.5^2$ for $xx$ and $yy$, $-1.5^2$ for $zz$ and $-2.5\cdot1.5$ for $xz$, so $C_{xx}=6.04\times10^{-4}$, $C_{yy}=-4.31\times10^{-4}$, $C_{zz}=-2.76\times10^{-5}$ and $C_{xz}=2.07\times10^{-4}$ Ha/bohr$^2$. With 1 Ha/bohr$^2=97.17$ eV/\AA$^2$ these are $0.0587$, $-0.0419$, $-0.00268$ and $0.0201$ eV/\AA$^2$. A positive $C_{xx}$ means that moving atom 2 along $+x$ pushes atom 1 along $-x$. At twice the separation $C_{xx}=7.55\times10^{-5}$ Ha/bohr$^2$, one eighth. At the same length of 15 bohr, the in-plane separation $(15,0,0)$ has $D=7.5$ bohr and the axial one $(0,0,15)$ has $D=5$ bohr. The coupling $C_{yy}$ is $-3.09\times10^{-4}$ Ha/bohr$^2$ in the first case and $-1.04\times10^{-3}$ Ha/bohr$^2$ in the second, in the ratio $(9/4)^{3/2}$ required by (\ref{axis}). Replacing $\epsilon$ by its mean eigenvalue $5.667$ at $(12,0,9)$ changes $C$ by $0.43$ of the anisotropic $C$ in Frobenius norm and turns $C_{zz}$ into $+9.41\times10^{-6}$ Ha/bohr$^2$. The sign change follows from (\ref{eig}): for diagonal $\epsilon$ the sign of $T_{zz}$ is that of $1-3\hat s_z^2$, and $\hat s_z^2=(9/3)^2/45=0.2$ lies below $1/3$ while the Euclidean $\hat d_z^2=81/225=0.36$ lies above.

The locality assumption can be examined in a model where $\epsilon$ and $Z$ are not inputs. A Bravais lattice in vacuum carries at each site a dipole $\boldsymbol\mu=z\mathbf u+\mathbf p$, where $z$ is a bare dipole per displacement and $\mathbf p$ an induced dipole of polarizability $\alpha$. The compensating charge is held fixed, and only the electrostatic part of the force constants is considered. Let $T_0(\mathbf q)=\sum_{\mathbf R\neq0}e^{i\mathbf q\cdot\mathbf R}(-\partial\partial\,r^{-1})_{\mathbf R}$, which is real and symmetric. The energy per site of a wave is $\tfrac12\boldsymbol\mu^\dagger T_0\boldsymbol\mu+\tfrac12\mathbf p^\dagger\alpha^{-1}\mathbf p$, which has a minimum in $\mathbf p$ if $\alpha^{-1}+T_0$ is positive definite. Stationarity gives $\mathbf p=-\alpha T_0\boldsymbol\mu$, so $\boldsymbol\mu=(1+\alpha T_0)^{-1}z\mathbf u$, and the force is $-z^TT_0\boldsymbol\mu$. Using $(1+T_0\alpha)T_0=T_0(1+\alpha T_0)$,
\begin{equation}
\tilde C(\mathbf q)=z^TM(\mathbf q)\,z,\qquad M=(1+T_0\alpha)^{-1}T_0 ,
\label{model}
\end{equation}
exactly, at every $\mathbf q$. The Ewald split $1/r={\rm erfc}(\Lambda r)/r+{\rm erf}(\Lambda r)/r$ isolates the singularity of $T_0$. The first piece gives a rapidly converging real-space sum, analytic in $\mathbf q$. The second has transform $4\pi e^{-K^2/4\Lambda^2}/K^2$ and by Poisson summation gives $(4\pi/\Omega)\sum_{\mathbf G}\mathbf K\mathbf K^Te^{-K^2/4\Lambda^2}/K^2$ minus a constant self term. Only $\mathbf G=0$ is singular, so with $c=4\pi/\Omega$
\begin{equation}
T_0=c\,\hat{\mathbf q}\hat{\mathbf q}^T-L+O(q^2),
\end{equation}
where $L$ is a constant symmetric tensor with ${\rm tr}\,L=c$, because each term of $T_0$ is traceless; odd orders are absent because $T_0$ is even. The local field $-T_0\boldsymbol\mu$ consists of $-c\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\boldsymbol\mu)$, the macroscopic field of the total polarization, plus $L\boldsymbol\mu$. At given macroscopic field, $\boldsymbol\mu=z\mathbf u+\alpha(\mathbf E+L\boldsymbol\mu)$, whence
\begin{equation}
Z=Sz,\qquad \epsilon=1+c\chi,\qquad S=(1-\alpha L)^{-1},\qquad\chi=S\alpha=(\alpha^{-1}-L)^{-1}.
\end{equation}
Three identities are needed: with $A=1-L\alpha$, transposition gives $A^{-1}=S^T$; $\alpha A^{-1}=S\alpha=\chi$ because $(1-\alpha L)\alpha=\alpha A$; and $1+\chi L=S$ because $(1-\alpha L)(1+S\alpha L)=1$. At leading order $1+T_0\alpha=A+c\,\hat{\mathbf q}\hat{\mathbf q}^T\alpha$, a rank-one change of $A$, and the Sherman--Morrison formula gives
\begin{equation}
(1+T_0\alpha)^{-1}=A^{-1}-\frac{c}{e}\,A^{-1}\hat{\mathbf q}\hat{\mathbf q}^T\chi,\qquad e=1+c\,\hat{\mathbf q}\cdot\chi\hat{\mathbf q}=\hat{\mathbf q}\cdot\epsilon\hat{\mathbf q}.
\end{equation}
Multiplying by $c\hat{\mathbf q}\hat{\mathbf q}^T$ yields $cA^{-1}\hat{\mathbf q}\hat{\mathbf q}^T[1-(e-1)/e]=(c/e)A^{-1}\hat{\mathbf q}\hat{\mathbf q}^T$, and multiplying by $-L$ yields $-A^{-1}L+(c/e)A^{-1}\hat{\mathbf q}\hat{\mathbf q}^T\chi L$. The sum is $M=-A^{-1}L+(c/e)\,S^T\hat{\mathbf q}\hat{\mathbf q}^TS$, and $z^TMz$ contains exactly (\ref{NA}) with the emergent $Z$ and $\epsilon$. Since $\tilde C$ is even in $\mathbf q$, the first correction in this model is $n=2$, so the relative deviation from (\ref{result}) should shrink to $1/4$ of its value when $d$ doubles at large $d$.

The numerical case is an orthorhombic lattice with sides $(5,6,7)$ bohr, $\Omega=210$ bohr$^3$, and
\begin{equation*}
\alpha=\begin{pmatrix}12&3&2\\3&9&1\\2&1&7\end{pmatrix}{\rm bohr}^3,\qquad
z=\begin{pmatrix}2&0.5&0\\-0.3&1.5&0.2\\0&0&1.8\end{pmatrix}.
\end{equation*}
The Ewald sum gives $L/c={\rm diag}(0.630,0.291,0.079)$, with unit trace; the smallest eigenvalue of $\alpha^{-1}+T_0$ on a grid of $\mathbf q$ is $0.0375$ bohr$^{-3}$, so the minimum exists there. The emergent tensors are
\begin{equation*}
\epsilon=\begin{pmatrix}2.353&0.396&0.236\\0.396&1.692&0.105\\0.236&0.105&1.454\end{pmatrix},\qquad
Z=\begin{pmatrix}3.669&1.099&0.057\\0.138&1.927&0.255\\0.289&0.120&1.871\end{pmatrix}.
\end{equation*}
Without the off-diagonal elements, $Z_{xx}\approx2/(1-12\cdot0.630\cdot4\pi/210)\approx3.65$, so most of the enhancement from 2 to $3.669$ is the diagonal local field. On the grid $N=96$, at the wavevectors with indices $(1,0,0)$, $(0,0,1)$ and $(1,1,1)$, the difference between $\tilde C(\mathbf q)$ and its zero-field value $-z^TA^{-1}Lz$ deviates from (\ref{NA}) by $2.5\times10^{-4}$, $5.4\times10^{-5}$ and $9.9\times10^{-4}$ of (\ref{NA}). Real-space constants come from transforming (\ref{model}) on grids $N=48,72,96$. The images lie in pairs at $\mathbf d\pm N\mathbf R$ with $\mathbf R$ a lattice vector; since $C$ is even, the terms odd in $\mathbf d$ cancel within each pair, so their contribution expands in $N^{-3},N^{-5},N^{-7},\dots$, and the value chosen at $\mathbf q=0$ has weight $N^{-3}$. The three grids eliminate the first two powers; the remainder of order $N^{-7}$ is not computed. It grows with $d/N$, which reaches $1/3$ at cell $(16,0,0)$ for $N=48$, so the farthest cells carry a residual image error. Subtracting the Gaussian-damped singular term before the transform and adding its real-space kernel back removes that error; at $(16,0,0)$ it moves $C_{xx}$ from $-3.312\times10^{-5}$ to $-3.309\times10^{-5}$, the deviation from $0.031$ to $0.030$, the doubling factor from $0.189$ to $0.184$, the combined $xx$ value from $-3.17\times10^{-5}$ to $-3.16\times10^{-5}$ and the extrapolated deviation from $0.013$ to $0.014$, while the other entries move by at most one unit in the last digit. The deviations below are Frobenius norms of the difference relative to the norm of (\ref{result}), and $C_{xx}$ is in Ha/bohr$^2$.
\begin{equation*}
\begin{array}{ccccc}
\text{cell}&D/{\rm bohr}&C_{xx}\ \text{lattice}&C_{xx}\ \text{formula}&\text{deviation}\\
(5,0,0)&16.7&-1.612\times10^{-3}&-1.052\times10^{-3}&0.521\\
(8,0,0)&26.8&-2.999\times10^{-4}&-2.568\times10^{-4}&0.163\\
(10,0,0)&33.5&-1.436\times10^{-4}&-1.315\times10^{-4}&0.089\\
(16,0,0)&53.6&-3.312\times10^{-5}&-3.210\times10^{-5}&0.031\\
(0,0,4)&23.4&1.932\times10^{-4}&1.947\times10^{-4}&0.091\\
(0,0,8)&46.9&2.431\times10^{-5}&2.434\times10^{-5}&0.021\\
(3,3,3)&22.2&1.411\times10^{-4}&1.522\times10^{-4}&0.062\\
(6,6,6)&44.4&1.861\times10^{-5}&1.903\times10^{-5}&0.017
\end{array}
\end{equation*}
On doubling $d$ the deviation is multiplied by $0.172$ and $0.189$ along $x$, $0.234$ along $z$ and $0.282$ along the diagonal. These factors lie well below the $1/2$ of a $d^{-4}$ remainder, but they have not settled on $1/4$; with the image error removed as above, one further doubling, to $(32,0,0)$, $(0,0,16)$ and $(12,12,12)$, gives $0.237$, $0.247$ and $0.258$. Removing the $d^{-2}$ relative term by the combination $[4C(\mathbf d)-C(\mathbf d/2)/8]/3$ gives, for $xx$ at $(16,0,0)$, $[4(-3.312)+29.99/8]/3\times10^{-5}=-3.17\times10^{-5}$ against the formula's $-3.21\times10^{-5}$; for the whole matrix the deviation drops to $0.013$, $0.002$ and $0.003$ at $(16,0,0)$, $(0,0,8)$ and $(6,6,6)$. Along $x$ the asymptotic regime sets in late: five cells away the lattice value deviates by half of the formula, and ten cells away by $9\%$. That this reflects the strong local field along the short, most polarizable axis, and that a $d^{-7}$ term of the same sign keeps the $x$ ratios below $1/4$, are conjectures; neither coefficient is computed here. The index order and the anisotropy both matter in this model. At the same three cells, transposing $Z$ gives deviations of $0.52$, $0.25$ and $0.28$, and the mean $\epsilon$ gives $0.25$, $0.64$ and $0.51$, these being relative to the lattice values.

The numerical check tests the three-grid lattice values and the comparisons built on them and also, for a non-diagonal $\epsilon$ and non-symmetric charges, the derivatives of (\ref{G}) by symbolic algebra, the flux $4\pi$ of $-\epsilon\nabla G$ through a sphere by quadrature, and the eigenvalues in (\ref{eig}). There the energy of two small finite dipoles built from (\ref{circle}) agrees with (\ref{result}) to $5.7\times10^{-6}$ of the latter, quadrature of (\ref{FT}) recovers the contact term to $9.4\times10^{-14}$ of its norm, and the relative deviation caused by an off-centre dipole falls from $0.0664$ to $0.0334$ on doubling the distance, a ratio of $0.503$ as expected of a $d^{-4}$ term.

\section*{Values computed for the example and the checks}
\begin{verbatim}
general: flux/4pi 1.000000; scaled eigenvalues -2.0000 1.0000 1.0000
general: rel. error four charges 5.7e-06; contact term 9.4e-14
off-centre dipole: rel. dev. at 2d, 4d 0.0664 0.0334; ratio 0.503
A: eps diag 4.0 4.0 9.0 ; sqrt det 12.000
A: Z1 diag = -Z2 diag (e) 2.5 2.5 1.5
1 Ha/bohr^2 = 97.1736 eV/A^2
A: d (bohr) 12 0 9; |d| 15.0; Delta 3.0000 0.0000 1.0000; D 6.7082 bohr
  1/(sqrtdet D^3) 2.7606e-04 bohr^-3
  T xx yy zz xz (bohr^-3) -9.6620e-05 6.9014e-05 1.2269e-05 -5.5212e-05
  C xx yy zz xz (Ha/bohr^2) 6.0388e-04 -4.3134e-04 -2.7606e-05 2.0704e-04
  C xx yy zz xz (eV/A^2) 5.8681e-02 -4.1915e-02 -2.6826e-03 2.0119e-02
A: d (bohr) 15 0 0; |d| 15.0; Delta 3.7500 0.0000 0.0000; D 7.5000 bohr
  1/(sqrtdet D^3) 1.9753e-04 bohr^-3
  T xx yy zz xz (bohr^-3) -9.8765e-05 4.9383e-05 2.1948e-05 0.0000e+00
  C xx yy zz xz (Ha/bohr^2) 6.1728e-04 -3.0864e-04 -4.9383e-05 0.0000e+00
  C xx yy zz xz (eV/A^2) 5.9984e-02 -2.9992e-02 -4.7987e-03 0.0000e+00
A: d (bohr) 0 0 15; |d| 15.0; Delta 0.0000 0.0000 1.6667; D 5.0000 bohr
  1/(sqrtdet D^3) 6.6667e-04 bohr^-3
  T xx yy zz xz (bohr^-3) 1.6667e-04 1.6667e-04 -1.4815e-04 0.0000e+00
  C xx yy zz xz (Ha/bohr^2) -1.0417e-03 -1.0417e-03 3.3333e-04 0.0000e+00
  C xx yy zz xz (eV/A^2) -1.0122e-01 -1.0122e-01 3.2391e-02 0.0000e+00
A: d (bohr) 24 0 18; |d| 30.0; Delta 6.0000 0.0000 2.0000; D 13.4164 bohr
  1/(sqrtdet D^3) 3.4507e-05 bohr^-3
  T xx yy zz xz (bohr^-3) -1.2078e-05 8.6268e-06 1.5337e-06 -6.9014e-06
  C xx yy zz xz (Ha/bohr^2) 7.5485e-05 -5.3918e-05 -3.4507e-06 2.5880e-05
  C xx yy zz xz (eV/A^2) 7.3351e-03 -5.2394e-03 -3.3532e-04 2.5149e-03
A: mean eps 5.6667, d=(12,0,9): C (Ha/bohr^2) 3.0065e-04 -3.2680e-04 9.4118e-06 2.8235e-04
  rel. deviation from anisotropic C 0.426
B: a (bohr) 5.0 6.0 7.0 ; Omega 210.0 bohr^3; supercells (48, 72, 96)
B: alpha rows (bohr^3) 12.0 3.0 2.0 3.0 9.0 1.0 2.0 1.0 7.0
B: z rows (e) 2.0 0.5 0.0 -0.3 1.5 0.2 0.0 0.0 1.8
B: L diag/(4pi/Omega) 0.6298 0.2912 0.0791 ; stability 0.0375 bohr^-3
B: eps rows 2.3527 0.3956 0.2364 0.3956 1.6923 0.1052 0.2364 0.1052 1.4536
B: Z rows (e) 3.6692 1.0987 0.0567 0.1378 1.9269 0.2553 0.2885 0.1204 1.8707
B: nonanalytic term, q index (1, 0, 0)/96: rel. dev. 2.5e-04
B: nonanalytic term, q index (0, 0, 1)/96: rel. dev. 5.4e-05
B: nonanalytic term, q index (1, 1, 1)/96: rel. dev. 9.9e-04
B: cell (5, 0, 0) D 16.74 bohr; Cxx exact, formula -1.6120e-03 -1.0518e-03 Ha/bohr^2; rel. dev. 0.5210
B: cell (10, 0, 0) D 33.49 bohr; Cxx exact, formula -1.4362e-04 -1.3147e-04 Ha/bohr^2; rel. dev. 0.0894
B: cell (8, 0, 0) D 26.79 bohr; Cxx exact, formula -2.9987e-04 -2.5678e-04 Ha/bohr^2; rel. dev. 0.1627
B: cell (16, 0, 0) D 53.58 bohr; Cxx exact, formula -3.3117e-05 -3.2098e-05 Ha/bohr^2; rel. dev. 0.0307
B: cell (0, 0, 4) D 23.44 bohr; Cxx exact, formula 1.9323e-04 1.9474e-04 Ha/bohr^2; rel. dev. 0.0907
B: cell (0, 0, 8) D 46.88 bohr; Cxx exact, formula 2.4314e-05 2.4343e-05 Ha/bohr^2; rel. dev. 0.0212
B: cell (3, 3, 3) D 22.19 bohr; Cxx exact, formula 1.4111e-04 1.5220e-04 Ha/bohr^2; rel. dev. 0.0620
B: cell (6, 6, 6) D 44.38 bohr; Cxx exact, formula 1.8605e-05 1.9025e-05 Ha/bohr^2; rel. dev. 0.0175
B: (10, 0, 0) error ratio 0.172
B: (16, 0, 0) error ratio 0.189; extrapolated dev. 0.0134; Z transposed 0.521; mean eps 0.253
B: (0, 0, 8) error ratio 0.234; extrapolated dev. 0.0024; Z transposed 0.248; mean eps 0.641
B: (6, 6, 6) error ratio 0.282; extrapolated dev. 0.0032; Z transposed 0.278; mean eps 0.507
\end{verbatim}
